# Image energy of a charged tetragonal supercell with anisotropic screening: a numerical check

```python
"""
Result under test: point charges q*e on a tetragonal lattice (edges a, a, c),
with neutralizing background, in a medium of relative permittivity
diag(eps_a, eps_a, eps_c). If c/a = sqrt(eps_c/eps_a), the image energy is
    E = -alpha q^2 e^2 / (8 pi eps0 sqrt(eps_a eps_c) a),
where alpha > 0 is the simple-cubic Madelung constant.
Image energy = periodic energy per cell minus isolated energy, zero-mean
potential. Lengths are in nm, energies in eV; s is the standard deviation
of a Gaussian charge along each Cartesian axis.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

# e^2/(4 pi eps0) in eV nm; the same number is e/(4 pi eps0) in V nm
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def cubic_madelung(eta):
    """Ewald sum for a unit cube with an isotropic unit permittivity."""
    n = np.arange(-8, 9)
    x, y, z = np.meshgrid(n, n, n, indexing="ij")
    n2 = (x**2 + y**2 + z**2).ravel().astype(float)
    n2 = n2[n2 > 0]
    r = np.sqrt(n2)
    g2 = 4 * np.pi**2 * n2
    potential = np.sum(erfc(eta * r) / r)
    potential += np.sum(4 * np.pi / g2 * np.exp(-g2 / (4 * eta**2)))
    potential -= 2 * eta / np.sqrt(np.pi) + np.pi / eta**2
    return -potential


def gaussian_image_energy(q, eps_a, eps_c, a, c, s):
    """Periodic minus isolated energy of Gaussians in the original cell."""
    na = int(np.ceil(6 * a / (2 * np.pi * s)))
    nc = int(np.ceil(6 * c / (2 * np.pi * s)))
    ga = 2 * np.pi / a * np.arange(-na, na + 1)
    gc = 2 * np.pi / c * np.arange(-nc, nc + 1)
    side2 = ga[:, None, None]**2 + ga[None, :, None]**2
    axis2 = gc[None, None, :]**2
    screened = eps_a * side2 + eps_c * axis2
    screened[na, na, nc] = np.inf          # the G = 0 term is omitted
    total = np.sum(np.exp(-s**2 * (side2 + axis2)) / screened)
    periodic = 2 * np.pi * COULOMB * q**2 / (a**2 * c) * total
    angular = quad(lambda u: 1 / (eps_a * (1 - u**2) + eps_c * u**2),
                   -1, 1, epsabs=1e-14, epsrel=1e-13)[0]
    radial = np.sqrt(np.pi) / (2 * s)
    isolated = COULOMB * q**2 / (2 * np.pi) * angular * radial
    return periodic - isolated


def point_limit(q, eps_a, eps_c, a, c):
    """Zero-width image energy and coefficient of s^2, by extrapolation."""
    widths = np.array([0.03, 0.04, 0.05]) * min(a, c)
    energies = [gaussian_image_energy(q, eps_a, eps_c, a, c, s)
                for s in widths]
    powers = np.vander(widths**2, 3, increasing=True)
    coefficients = np.linalg.solve(powers, energies)
    return coefficients[0], coefficients[1]


# The cubic constant must not depend on the Ewald splitting parameter.
alpha = cubic_madelung(2.0)
assert abs(alpha - cubic_madelung(2.6)) < 1e-10


def cubic_formula(q, eps_a, eps_c, a):
    return -alpha * COULOMB * q**2 / (2 * np.sqrt(eps_a * eps_c) * a)


# Isolated potential (unit charge, eps0 = 1): field equation and flux of D.
x, y, z, ea, ec = sp.symbols("x y z epsilon_a epsilon_c", positive=True)
stretched_r = sp.sqrt(x**2 + y**2 + z**2 * ea / ec)
phi = 1 / (4 * sp.pi * sp.sqrt(ea * ec) * stretched_r)
field_equation = (ea * (sp.diff(phi, x, 2) + sp.diff(phi, y, 2))
                  + ec * sp.diff(phi, z, 2))
assert sp.simplify(field_equation) == 0
radial_d = -(ea * x * sp.diff(phi, x) + ea * y * sp.diff(phi, y)
             + ec * z * sp.diff(phi, z))
radial_d_function = sp.lambdify((x, y, z, ea, ec), radial_d, "numpy")
flux = 2 * np.pi * quad(
    lambda u: radial_d_function(np.sqrt(1 - u**2), 0.0, u, 45.0, 20.0),
    -1, 1)[0]
assert abs(flux - 1) < 1e-9

# Matched cells: definition in the original cell against the cubic formula.
worst_error = 0.0
for test_a, test_c, edge in [(45.0, 20.0, 1.5), (20.0, 45.0, 1.0),
                             (7.0, 10.0, 1.2)]:
    height = edge * np.sqrt(test_c / test_a)
    direct, slope = point_limit(1, test_a, test_c, edge, height)
    formula = cubic_formula(1, test_a, test_c, edge)
    worst_error = max(worst_error, abs(direct / formula - 1))
    trace_inverse = 2 / test_a + 1 / test_c
    predicted_slope = (2 * np.pi * COULOMB * trace_inverse
                       / (3 * edge**2 * height))
    assert abs(slope / predicted_slope - 1) < 2e-3
assert worst_error < 1e-5

# Worked example: rough values for a DRAM capacitor oxide.
q, eps_a, eps_c, a = 2, 45.0, 20.0, 1.5
c = a * np.sqrt(eps_c / eps_a)
eps_eff = np.sqrt(eps_a * eps_c)
energy = cubic_formula(q, eps_a, eps_c, a)
direct_energy, _ = point_limit(q, eps_a, eps_c, a, c)
assert abs(direct_energy / energy - 1) < 1e-5

# An unmatched cell (c = a) must not obey the formula.
unmatched, _ = point_limit(q, eps_a, eps_c, a, a)
assert abs(unmatched / energy - 1) > 0.05

# Isotropic shortcut: true cell shape, arithmetic mean permittivity.
eps_mean = (2 * eps_a + eps_c) / 3
shortcut, _ = point_limit(q, eps_mean, eps_mean, a, c)

# Sizes of neglected effects.
charge_width = 0.10
extent_shift = gaussian_image_energy(
    q, eps_a, eps_c, a, c, charge_width) - direct_energy
extent_leading = (2 * np.pi * COULOMB * q**2 * charge_width**2
                  * (2 / eps_a + 1 / eps_c) / (3 * a**2 * c))
assert abs(extent_shift / extent_leading - 1) < 0.1
longer_cell, _ = point_limit(q, eps_a, eps_c, a, 1.04 * c)
lower_eps_c, _ = point_limit(q, eps_a, 0.9 * eps_c, a, c)
electronic_a, electronic_c = 5.0, 4.5
fixed_ions, _ = point_limit(q, electronic_a, electronic_c, a, c)

# Weakened screening: permittivity halved in a ball, in stretched space,
# where the field along a exceeds the limit; spherical-cell estimate.
field_limit = 5.0                           # MV/cm
ball = np.sqrt(COULOMB * q / (eps_eff * field_limit * 0.1))
cell_sphere = a * (3 / (4 * np.pi))**(1 / 3)
assert ball < cell_sphere
extra_inverse_eps = 1 / (0.5 * eps_eff) - 1 / eps_eff
field_integral = quad(
    lambda r: -2 * r / cell_sphere**3 + r**4 / cell_sphere**6, 0, ball)[0]
saturation_shift = COULOMB * q**2 / 2 * extra_inverse_eps * field_integral

temperature = 358.0
thermal = const.k * temperature / const.e
concentration_factor = np.exp(-energy / thermal)

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.6f} eV nm")
print(f"cubic Madelung constant alpha: {alpha:.6f} (no unit)")
print(f"charge number q: {q} (no unit)")
print(f"permittivity eps_a: {eps_a:.1f} (relative)")
print(f"permittivity eps_c: {eps_c:.1f} (relative)")
print(f"cell edge a: {a:.3f} nm")
print(f"matched cell height c: {c:.3f} nm")
print(f"matched ratio c/a: {c/a:.4f} (no unit)")
print(f"effective permittivity: {eps_eff:.3f} (relative)")
print(f"image energy, cubic formula: {energy:.6f} eV")
print(f"image energy, direct definition: {direct_energy:.6f} eV")
print(f"correction to add: {-energy:.4f} eV")
print(f"largest relative error, three tensors: {worst_error:.1e} (no unit)")
print(f"flux of D per unit charge: {flux:.8f} (no unit)")
print(f"unmatched cell c = a, true image energy: {unmatched:.4f} eV")
print(f"arithmetic mean permittivity: {eps_mean:.3f} (relative)")
print(f"isotropic shortcut image energy: {shortcut:.4f} eV")
print(f"shortcut minus true image energy: {shortcut-energy:+.4f} eV")
print(f"temperature of use: {temperature:.0f} K")
print(f"thermal energy: {thermal:.5f} eV")
print(f"concentration factor if omitted: {concentration_factor:.0f} (no unit)")
print(f"Gaussian charge width s: {charge_width:.2f} nm")
print(f"shift from charge extent, direct: {extent_shift:+.5f} eV")
print(f"shift from charge extent, s^2 term: {extent_leading:+.5f} eV")
print(f"shift if c is 4% longer: {longer_cell-energy:+.4f} eV")
print(f"shift if eps_c is 10% lower: {lower_eps_c-energy:+.4f} eV")
print(f"electronic permittivity along a: {electronic_a:.1f} (relative)")
print(f"electronic permittivity along c: {electronic_c:.1f} (relative)")
print(f"image energy with fixed ions: {fixed_ions:.4f} eV")
print(f"field limit for linear screening: {field_limit:.1f} MV/cm")
print(f"radius of weakened screening, stretched: {ball:.3f} nm")
print(f"radius of equal-volume sphere, stretched: {cell_sphere:.3f} nm")
print(f"shift from weakened screening: {saturation_shift:+.4f} eV")
print("PASS")
```

Output:

```
Coulomb constant e^2/(4 pi eps0): 1.439965 eV nm
cubic Madelung constant alpha: 2.837297 (no unit)
charge number q: 2 (no unit)
permittivity eps_a: 45.0 (relative)
permittivity eps_c: 20.0 (relative)
cell edge a: 1.500 nm
matched cell height c: 1.000 nm
matched ratio c/a: 0.6667 (no unit)
effective permittivity: 30.000 (relative)
image energy, cubic formula: -0.181583 eV
image energy, direct definition: -0.181583 eV
correction to add: 0.1816 eV
largest relative error, three tensors: 1.8e-08 (no unit)
flux of D per unit charge: 1.00000000 (no unit)
unmatched cell c = a, true image energy: -0.1490 eV
arithmetic mean permittivity: 36.667 (relative)
isotropic shortcut image energy: -0.1603 eV
shortcut minus true image energy: +0.0212 eV
temperature of use: 358 K
thermal energy: 0.03085 eV
concentration factor if omitted: 360 (no unit)
Gaussian charge width s: 0.10 nm
shift from charge extent, direct: +0.00514 eV
shift from charge extent, s^2 term: +0.00506 eV
shift if c is 4% longer: +0.0025 eV
shift if eps_c is 10% lower: -0.0063 eV
electronic permittivity along a: 5.0 (relative)
electronic permittivity along c: 4.5 (relative)
image energy with fixed ions: -1.2363 eV
field limit for linear screening: 5.0 MV/cm
radius of weakened screening, stretched: 0.438 nm
radius of equal-volume sphere, stretched: 0.931 nm
shift from weakened screening: -0.0224 eV
PASS
```
